\section*{Shell and subshell linear-response U in a two-channel d-shell model}

\section{The belief and the model}

Q: I shift the potential on all five $d$ orbitals of a site by $\alpha$, record the shell occupation, and form $U=\chi_0^{-1}-\chi^{-1}$. The Coulomb repulsion is much the same for every $d$ orbital, so I take this $U$ to be the energy curvature for adding charge to any of them, $t_{2g}$ or $e_g$. What is wrong with that?

A: The curvature of an orbital is undefined until we say what the other orbitals do while its occupation changes. Take an octahedral, spin-unpolarized site. The $t_{2g}$ subshell has $g_t=6$ spin-orbitals and occupation $N_t$; the $e_g$ subshell has $g_e=4$ and occupation $N_e$. Each $t_{2g}$ orbital hops to an empty ligand $\pi^*$ orbital and each $e_g$ orbital to a filled ligand $\sigma$ orbital of the same symmetry, as in a low-spin $d^6$ complex with $\pi$-acceptor ligands. Each pair has the one-electron Hamiltonian
\begin{equation}
h_a=\begin{pmatrix}\epsilon_a & -V_a\\ -V_a & \epsilon_{L,a}\end{pmatrix},\qquad a=t,e .
\end{equation}
With $\Delta_a=\epsilon_a-\epsilon_{L,a}$ and $R_a=\sqrt{\Delta_a^2+4V_a^2}$ the eigenvalues are $\tfrac12(\epsilon_a+\epsilon_{L,a})\pm\tfrac12R_a$. There are ten electrons, six from the metal and four from the $\sigma$ orbitals, and they fill the five bonding levels. The mean-field energy is
\begin{equation}
E(\mathbf N)=T_s(\mathbf N)+\tfrac12\,\delta\mathbf N^{T}F\,\delta\mathbf N,\qquad \mathbf N=(N_t,N_e),
\end{equation}
where $\delta\mathbf N$ is measured from the ground state, $T_s$ is the lowest one-electron energy at given $\mathbf N$, and $F$ is the symmetric Hartree--exchange--correlation kernel. The term linear in $\delta\mathbf N$ is contained in the $\epsilon_a$, which are self-consistent levels.

The parameters are round numbers in eV and describe no material: $\epsilon_t=0$, $\epsilon_{\pi^*}=4$, $V_t=1.5$, $\epsilon_e=1$, $\epsilon_\sigma=-2$, $V_e=2$, $F_{tt}=5$, $F_{ee}=6$, $F_{te}=4$. Then $\Delta_t=-4$, $\Delta_e=3$, $R_t=\sqrt{16+9}=5$ and $R_e=\sqrt{9+16}=5$. The highest filled level is the $t_{2g}$ bonding one at $2-2.5=-0.5$ eV, the lowest empty level is the $e_g$ antibonding one at $-0.5+2.5=2$ eV, and the gap is $2.5$ eV.

Q: And the responses?

A: Add $\alpha_tP_t+\alpha_eP_e$, with $P_a$ the subshell projectors, and define $\chi_{ab}=\partial N_a/\partial\alpha_b$. Raising a level empties it, so diagonal elements are negative. The bare response $\chi_0$ is taken with the interaction potential frozen. By the Hellmann--Feynman theorem the $d$ weight of the bonding level is the derivative of its energy with respect to $\epsilon_a$; using $\partial R_a/\partial\epsilon_a=\Delta_a/R_a$,
\begin{align}
N_a&=\frac{g_a}{2}\Big(1-\frac{\Delta_a}{R_a}\Big),\\
\chi_{0,aa}&=-\frac{g_a}{2}\Big(\frac1{R_a}-\frac{\Delta_a^2}{R_a^3}\Big)=-\frac{g_a}{2}\,\frac{R_a^2-\Delta_a^2}{R_a^3}=-\frac{2g_aV_a^2}{R_a^3}.
\end{align}
A shift of $\epsilon_t$ does not enter $h_e$, so $\chi_{0,te}=0$. In numbers, $N_t=3(1+4/5)=5.4$, $N_e=2(1-3/5)=0.8$, $\chi_{0,tt}=-12(2.25)/125=-0.216$ and $\chi_{0,ee}=-8(4)/125=-0.256$ eV$^{-1}$.

\section{What a response measures}

Q: How do these responses relate to curvatures?

A: Let $A$ be the Hessian of $T_s$ and $K=A+F$ the Hessian of $E$, both assumed positive definite, so that the state is stable with and without the kernel. The perturbed ground state minimizes $E(\mathbf N)+\boldsymbol\alpha\cdot\mathbf N$, so $\nabla E+\boldsymbol\alpha=0$. Differentiating with respect to $\boldsymbol\alpha$ gives $K\chi+1=0$, and the same step with $F$ dropped gives $A\chi_0+1=0$. Hence
\begin{equation}
\chi=-K^{-1},\qquad \chi_0=-A^{-1},\qquad \chi_0^{-1}-\chi^{-1}=K-A=F .
\label{eq:dyson}
\end{equation}
The identification of $A$ can be seen directly. A state with $d$ weight $n=N_a/g_a$ has one-electron energy $g_a[\epsilon_an+\epsilon_{L,a}(1-n)-2V_a\sqrt u\,]$ with $u=n(1-n)$. Since $u'=1-2n$ and $u''=-2$,
\begin{equation}
(\sqrt u)''=\frac{u''}{2\sqrt u}-\frac{u'^2}{4u^{3/2}}=-\frac{4u+(1-2n)^2}{4u^{3/2}}=-\frac1{4u^{3/2}} .
\end{equation}
Each derivative in $N_a$ brings $1/g_a$, so $A_a=V_a/(2g_au^{3/2})$. In the ground state $u=\tfrac14(1-\Delta_a^2/R_a^2)=V_a^2/R_a^2$, which gives $A_a=R_a^3/(2g_aV_a^2)=-1/\chi_{0,aa}$. Thus $A_t=1/0.216=4.630$ and $A_e=1/0.256=3.906$ eV, so $K_{tt}=9.630$, $K_{ee}=9.906$ and $K_{te}=4$ eV.

The element $K_{tt}=\partial^2E/\partial N_t^2$ is the curvature with $N_e$ held fixed, and its interaction part is $F_{tt}$. Equation~\eqref{eq:dyson} delivers it from the whole $2\times2$ matrices, which needs two separate perturbations and both occupations.

Q: I apply one perturbation and divide one number by another. What curvature is that?

A: Let the perturbation be $\alpha\,\mathbf c\cdot\mathbf N$ and the monitored occupation $M=\mathbf c\cdot\mathbf N$. Your shell calculation has $\mathbf c=\mathbf 1=(1,1)$; a $t_{2g}$ calculation has $\mathbf c=(1,0)$. The measured response is $dM/d\alpha=\mathbf c^T\chi\mathbf c$. Now minimize $E$ at fixed $\delta M$. Writing $\delta\mathbf N=\mathbf w\,\delta M$ with $\mathbf c\cdot\mathbf w=1$, the second-order energy is $\tfrac12\delta M^2\,\mathbf w^TK\mathbf w$. A Lagrange multiplier gives $K\mathbf w=\lambda\mathbf c$, so $\mathbf w=\lambda K^{-1}\mathbf c$. The constraint fixes $\lambda=1/(\mathbf c^TK^{-1}\mathbf c)$, and $\mathbf w^TK\mathbf w=\lambda\,\mathbf w\cdot\mathbf c=\lambda$. Therefore
\begin{equation}
\frac{d^2E}{dM^2}=\min_{\mathbf c\cdot\mathbf w=1}\mathbf w^TK\mathbf w=-\frac1{\mathbf c^T\chi\mathbf c}.
\label{eq:min}
\end{equation}
A scalar inverse response is the curvature along the cheapest path that changes $M$, with the remaining occupation relaxed. The scalar $U$ subtracts the same construction for $T_s$,
\begin{equation}
U_{\mathbf c}=\frac1{\mathbf c^T\chi_0\mathbf c}-\frac1{\mathbf c^T\chi\mathbf c}=\min\mathbf w^TK\mathbf w-\min\mathbf w^TA\mathbf w ,
\end{equation}
and the two minima lie in general at different $\mathbf w$.

To evaluate it, let $\mathbf w_0$ be the bare minimizer, $A\mathbf w_0=\lambda_0\mathbf c$, and let $\mathbf u$ be perpendicular to $\mathbf c$. In two dimensions every allowed path is $\mathbf w=\mathbf w_0+x\mathbf u$. The cross term with $A$ vanishes because $\mathbf u^TA\mathbf w_0=\lambda_0\,\mathbf u\cdot\mathbf c=0$, so
\begin{equation}
\mathbf w^TK\mathbf w=\mathbf w_0^TA\mathbf w_0+\mathbf w_0^TF\mathbf w_0+2x\,\mathbf u^TF\mathbf w_0+x^2\,\mathbf u^TK\mathbf u .
\end{equation}
The derivative vanishes at $x=-\mathbf u^TF\mathbf w_0/\mathbf u^TK\mathbf u$, where the last two terms add up to $-(\mathbf u^TF\mathbf w_0)^2/\mathbf u^TK\mathbf u$. The first term is the bare minimum and cancels:
\begin{equation}
U_{\mathbf c}=\mathbf w_0^TF\mathbf w_0-\frac{(\mathbf u^TF\mathbf w_0)^2}{\mathbf u^TK\mathbf u}.
\label{eq:Uc}
\end{equation}
The first term is the kernel averaged along the bare path. The second is screening: the square of the force on the unconstrained mode $\mathbf u$ divided by its stiffness. This ratio is non-negative when $K$ is positive definite and is subtracted, so it can only lower $U_{\mathbf c}$.

\section{Subshell and shell values}

Q: Then give me $U$ for the $t_{2g}$ perturbation.

A: For $\mathbf c=(1,0)$ and diagonal $A$ the bare path is $\mathbf w_0=(1,0)$ and the free mode is $\mathbf u=(0,1)$, the $e_g$ occupation. Then $\mathbf w_0^TF\mathbf w_0=F_{tt}$, $\mathbf u^TF\mathbf w_0=F_{te}$ and $\mathbf u^TK\mathbf u=K_{ee}=A_e+F_{ee}$, so
\begin{equation}
\frac{dN_e}{dN_t}=x=-\frac{F_{te}}{A_e+F_{ee}},\qquad U_t=F_{tt}-\frac{F_{te}^2}{A_e+F_{ee}}\le F_{tt},
\label{eq:Ut}
\end{equation}
and $U_e$ follows by exchanging $t$ and $e$. Before the $e_g$ charge responds, each electron removed from $t_{2g}$ lowers the $e_g$ level by $F_{te}$. The $e_g$ subshell then gains charge, which offsets part of this lowering through $F_{ee}$ and pushes the $t_{2g}$ level back up through $F_{te}$. In numbers,
\begin{align}
dN_e/dN_t&=-4/9.906=-0.404, & U_t&=5-16/9.906=5-1.62=3.38\ \text{eV},\\
dN_t/dN_e&=-4/9.630=-0.415, & U_e&=6-16/9.630=6-1.66=4.34\ \text{eV}.
\end{align}
The relaxed total curvatures are $A_t+U_t=8.01$ eV and $A_e+U_e=8.24$ eV, against $9.63$ and $9.91$ eV with the partner frozen. By Eq.~\eqref{eq:min} their negative inverses are $\chi_{tt}=-0.1248$ and $\chi_{ee}=-0.1213$ eV$^{-1}$, and $\chi_{et}=\chi_{tt}\,dN_e/dN_t=+0.0504$ eV$^{-1}$.

Q: You call this a transfer from $t_{2g}$ to $e_g$, but these orbitals cannot mix in an octahedron.

A: They do not, and the phrase describes a net effect. The Hamiltonian, the projectors and the induced potential $F\delta\mathbf N$ are all block diagonal in the metal--ligand pairs. While the shifts are too small to close the gap, each pair keeps one filled level, and its electron number is fixed. What $t_{2g}$ loses goes to $\pi^*$, and what $e_g$ gains comes from $\sigma$. Iterating the $10\times10$ Hamiltonian to self-consistency with $\alpha_t=0.1$ eV gives changes of $-0.0126$ on $t_{2g}$, $+0.0126$ on $\pi^*$, $+0.0051$ on $e_g$ and $-0.0051$ on $\sigma$, in electrons. These lie within about $10^{-4}$ electrons of the linear values $0.1\,\chi_{tt}$ and $0.1\,\chi_{et}$; the remainder is of higher order in $\alpha_t$. The coupling of the channels is $F_{te}$: with $F_{te}=0$, Eq.~\eqref{eq:Ut} gives no transfer and $U_t=F_{tt}=5$, $U_e=F_{ee}=6$ eV.

Q: And my shell value?

A: For $\mathbf c=\mathbf 1$ the bare path is $\mathbf w_0\propto A^{-1}\mathbf 1$ with components summing to one, and the free mode is the redistribution $\mathbf d=(1,-1)$:
\begin{equation}
U_{\rm shell}=\mathbf w_0^TF\mathbf w_0-\frac{(\mathbf d^TF\mathbf w_0)^2}{\mathbf d^TK\mathbf d}.
\label{eq:Us}
\end{equation}
For diagonal $A$ the weights are the shares of the bare response, $w_{0t}=0.216/0.472=0.4576$ and $w_{0e}=0.256/0.472=0.5424$. The pieces are
\begin{align}
\mathbf w_0^TF\mathbf w_0&=F_{tt}w_{0t}^2+F_{ee}w_{0e}^2+2F_{te}w_{0t}w_{0e}=4.798\ \text{eV},\\
\mathbf d^TF\mathbf w_0&=(F_{tt}-F_{te})w_{0t}-(F_{ee}-F_{te})w_{0e}=0.4576-2(0.5424)=-0.627\ \text{eV},\\
\mathbf d^TK\mathbf d&=K_{tt}+K_{ee}-2K_{te}=9.630+9.906-8=11.536\ \text{eV},
\end{align}
so the screening term is $0.627^2/11.536=0.034$ eV and $U_{\rm shell}=4.798-0.034=4.76$ eV. The direct route gives the same value. A shell shift gives $\chi\mathbf 1=(\chi_{tt}+\chi_{te},\,\chi_{ee}+\chi_{te})=(-0.0744,-0.0709)$ eV$^{-1}$ with sum $-0.1453$, and $1/0.1453-1/0.472=6.88-2.12=4.76$ eV.

The three scalar results are $U_t=3.38$ eV ($0.249$ Ry), $U_e=4.34$ eV ($0.319$ Ry) and $U_{\rm shell}=4.76$ eV ($0.350$ Ry). The shell value exceeds both subshell values, so it is not an average of them with positive weights, and it equals neither $F_{tt}$ nor $F_{ee}$. The screening terms explain why the shell value is the largest; that $U_e$ exceeds $U_t$ comes from $F_{ee}-F_{tt}=1$ eV, the two subshell screening terms differing by only $0.05$ eV. In a subshell perturbation the force on the free mode is the full $F_{te}=4$ eV. In the shell perturbation both levels are pushed the same way, and the force on the redistribution mode is the difference of the two induced potentials, $-0.627$ eV.

\section{Where the belief holds and where it does not}

Q: Your kernel has unequal elements. My premise was that they are equal.

A: Take $F=U\,\mathbf 1\mathbf 1^T$. Then $\mathbf w_0^TF\mathbf w_0=U(\mathbf 1\cdot\mathbf w_0)^2=U$ and $\mathbf d^TF\mathbf w_0=U(\mathbf d\cdot\mathbf 1)(\mathbf 1\cdot\mathbf w_0)=0$, so $U_{\rm shell}=U$ for any $A$. Your number then equals $F_{tt}$ and $F_{ee}$, the interaction curvatures with the partner frozen, and in that sense you are right. A uniform kernel is what equal repulsion gives at the Hartree level. If exchange removes the self-interaction, equal repulsion $U$ between distinct spin-orbitals adds $-U/g_a$ to the diagonal elements, so that $F_{tt}=5U/6$, $F_{ee}=3U/4$, $F_{te}=U$, and Eq.~\eqref{eq:Us} gives $U_{\rm shell}\le U(1-w_{0t}^2/6-w_{0e}^2/4)<U$. For the uniform kernel the relaxed curvature is still different:
\begin{equation}
U_t=U-\frac{U^2}{A_e+U}=\frac{UA_e}{A_e+U}=\frac{U}{1+U|\chi_{0,ee}|}.
\end{equation}
For $U=5$ eV this gives $U_t=5/(1+5\times0.256)=2.19$ eV and $U_e=5/(1+5\times0.216)=2.40$ eV, while $U_{\rm shell}=5$ eV. The two subshell values differ although the kernel is uniform, because each is screened by the response of its partner.

The two meanings of curvature merge when the partner is rigid. As $V_e\to0$, $A_e=R_e^3/(2g_eV_e^2)$ diverges and $U_t\to F_{tt}$. With the levels and the original kernel fixed, Eq.~\eqref{eq:Ut} gives $U_t=4.74$, $4.27$, $3.65$ and $3.38$ eV for $V_e=0.25$, $0.5$, $1$ and $2$ eV. The decrease does not continue indefinitely: setting the derivative of $V^2/R^3$ to zero gives $2VR^2-12V^3=0$, or $V_e^2=\Delta_e^2/2$, beyond which $|\chi_{0,ee}|$ falls again.

In the opposite limit, $F_{te}=0$, the ordering is reversed for the present numbers. With $K$ diagonal, $\mathbf 1^TK^{-1}\mathbf 1=1/K_{tt}+1/K_{ee}$, so
\begin{equation}
U_{\rm shell}=\frac{K_{tt}K_{ee}}{K_{tt}+K_{ee}}-\frac{A_tA_e}{A_t+A_e}=\frac{9.630\times9.906}{9.630+9.906}-2.119=2.76\ \text{eV},
\end{equation}
below both $5$ and $6$ eV. Equation~\eqref{eq:Us} shows why: with no cross repulsion $U_{\rm shell}\le F_{tt}w_{0t}^2+F_{ee}w_{0e}^2=1.047+1.765=2.81$ eV. This bound always lies below the larger of $F_{tt}$ and $F_{ee}$; it lies below the smaller here because the two are comparable, which is not guaranteed when they are very unequal. The sign of $U_{\rm shell}-U_t$ therefore depends on the kernel.

Q: I could keep the single shell perturbation and record $N_t$ and $N_e$ separately. Would that recover the subshell values?

A: It gives the two numbers $\chi\mathbf 1$. The bare run gives two more, which fix a diagonal $A$. The kernel has three independent elements, and one direction stays undetermined. Let $\mathbf w$ be the relaxed shell path, $K\mathbf w=\lambda\mathbf 1$, and put $\mathbf v=(w_e,-w_t)$, so that $\mathbf v\cdot\mathbf w=0$. For $F'=F+s\,\mathbf v\mathbf v^T$,
\begin{equation}
K'\mathbf w=K\mathbf w+s\,\mathbf v(\mathbf v\cdot\mathbf w)=\lambda\mathbf 1\quad\Rightarrow\quad K'^{-1}\mathbf 1=\mathbf w/\lambda=K^{-1}\mathbf 1 .
\end{equation}
In linear order both kernels give the same $\chi\mathbf 1$, and hence the same $U_{\rm shell}$, for every $s$ that keeps $K'$ positive definite. The explicit inverse gives $K^{-1}\mathbf 1\propto(K_{ee}-K_{te},\,K_{tt}-K_{te})$, whose sum is $\mathbf d^TK\mathbf d$, so $w_t=(9.906-4)/11.536=0.512$ and $w_e=0.488$. With $s=4$ eV,
\begin{equation}
F'_{tt}=5+4w_e^2=5.95,\qquad F'_{ee}=6+4w_t^2=7.05,\qquad F'_{te}=4-4w_tw_e=3.00\ \text{eV}.
\end{equation}
Equation~\eqref{eq:Ut} then gives $U'_t=5.95-3.00^2/(3.91+7.05)=5.13$ eV and likewise $U'_e=6.20$ eV, with $U_{\rm shell}$ still $4.76$ eV. For this kernel the shell value lies below both subshell values, and the linear shell response cannot tell it from the first; the two kernels separate only at second order in the shift, by about $10^{-5}$ electrons per subshell at $0.1$ eV.

\section{Consequences for a correction}

Q: Does the choice matter once the value is used?

A: Add $-\tfrac12U\,\delta N_t^2$ to the energy, which replaces $F_{tt}$ by $F_{tt}-U$. The original state remains stationary and, for the corrections considered here, a local minimum, though not necessarily the lowest one; the curvatures below refer to it. The screening term in Eq.~\eqref{eq:Ut} does not contain $F_{tt}$, so the relaxed interaction curvature of $t_{2g}$ becomes $U_t-U$. It vanishes for $U=U_t$. For $U=U_{\rm shell}$ it is $3.38-4.76=-1.38$ eV, an overcorrection of 41\% relative to $U_t$.

Q: Then I use $U_t$ on $t_{2g}$ and $U_e$ on $e_g$ together.

A: Each was measured with the partner uncorrected. Correcting $e_g$ lowers $K_{ee}$ to $K_{ee}-U_e$, which softens the screening mode. Using $F_{tt}-U_t=F_{te}^2/K_{ee}$, the residual is
\begin{equation}
r_t=F_{tt}-U_t-\frac{F_{te}^2}{K_{ee}-U_e}=F_{te}^2\Big(\frac1{K_{ee}}-\frac1{K_{ee}-U_e}\Big),
\end{equation}
which is negative for $0<U_e<K_{ee}$ and $F_{te}\neq0$. Here $r_t=1.615-16/(9.906-4.339)=-1.26$ eV and $r_e=1.662-16/(9.630-3.385)=-0.90$ eV. Subtracting the whole matrix, off-diagonal element included, gives $K-F=A$ and returns $\chi$ to $\chi_0$, so that $U_{\mathbf c}=0$ for every $\mathbf c$. Which curvature a correction ought to remove is a question about the functional; the algebra fixes which measured number belongs to which target.

Q: Is that quadratic term the Dudarev functional?

A: No. The Dudarev energy is $\tfrac U2\sum_\sigma\mathrm{Tr}[n^\sigma(1-n^\sigma)]$, quadratic in the occupation matrix of the spin-orbitals. A uniform $t_{2g}$ shift keeps the six spin-orbitals equivalent, $n=N_t/g_t$, so the energy is $\tfrac U2(N_t-N_t^2/g_t)$ with second derivative $-U/g_t$. With its linear part absorbed in the levels, a Dudarev term of strength $U_t$ removes $3.38/6=0.56$ eV and leaves $2.82$ eV. The cancellation found above belongs to a term quadratic in the total subshell occupation.

\section{Lower symmetry and the limits of the model}

Q: What survives when the octahedron is distorted?

A: Equations~\eqref{eq:dyson} to \eqref{eq:Uc} and \eqref{eq:Us} did not assume a diagonal $A$; Eq.~\eqref{eq:Ut} did. For general $K$, minimize $K_{tt}+2yK_{te}+y^2K_{ee}$ over $\mathbf w=(1,y)$: the minimum is $K_{tt}-K_{te}^2/K_{ee}$ at $y=-K_{te}/K_{ee}$. The same holds for $A$, and the difference is
\begin{equation}
U_t=F_{tt}-\Big[\frac{(A_{te}+F_{te})^2}{A_{ee}+F_{ee}}-\frac{A_{te}^2}{A_{ee}}\Big].
\end{equation}
The bracket has no fixed sign, so the proof of $U_t\le F_{tt}$ covers the symmetric case. What Eq.~\eqref{eq:Uc} guarantees in general is the bound $U_t\le\mathbf w_0^TF\mathbf w_0$ with $\mathbf w_0=(1,-A_{te}/A_{ee})$.

As an example add a matrix element $-0.8$ eV between one $t_{2g}$ and one $e_g$ orbital, measuring $\delta\mathbf N$ from the new ground state. First-order perturbation theory changes a filled orbital by $\alpha_b\sum_j|j\rangle\langle j|P_b|i\rangle/(\varepsilon_i-\varepsilon_j)$. Terms with $j$ filled cancel in pairs in the density. The bra and the ket give one factor of 2 for real orbitals and spin gives another:
\begin{equation}
\chi_{0,ab}=4\sum_{i\,\rm filled}\ \sum_{j\,\rm empty}\frac{\langle i|P_a|j\rangle\langle j|P_b|i\rangle}{\varepsilon_i-\varepsilon_j}.
\end{equation}
Numerical diagonalization of the $10\times10$ matrix gives $\chi_{0,tt}=-0.2659$, $\chi_{0,ee}=-0.2798$ and $\chi_{0,te}=+0.0506$ eV$^{-1}$, so $e_g$ now gains charge under a $t_{2g}$ shift without any interaction. Inversion yields $A_{tt}=3.895$, $A_{ee}=3.701$ and $A_{te}=0.705$ eV. Then
\begin{equation}
U_t=5-\Big[\frac{(0.705+4)^2}{3.701+6}-\frac{0.705^2}{3.701}\Big]=2.85\ \text{eV},
\end{equation}
the exchange of $t$ and $e$ gives $U_e=3.64$ eV, and Eq.~\eqref{eq:Us} gives $U_{\rm shell}=4.73$ eV. The distortion lowers $U_t$ from $3.38$ to $2.85$ eV at an unchanged kernel, while the shell value moves from $4.76$ to $4.73$ eV.

Q: What has been left out?

A: The results are mean-field and linear in $\alpha$, and they fail when $K$ loses positive definiteness, where $\chi$ diverges, or when a shift closes the gap and changes the filling. The model has no spin polarization, no neighbouring sites, one fixed set of projectors, and no perturbation of a single orbital within a subshell. Interactions on the ligands change the meaning of $F$ but not the formulas: in the octahedral case the ligand occupations obey $\delta\mathbf N_L=-\delta\mathbf N$, so a kernel with metal and ligand blocks enters as $F=F_{dd}-F_{dL}-F_{Ld}+F_{LL}$. If further occupations could relax independently, the minimization behind Eq.~\eqref{eq:min} would run over them too, and the $2\times2$ matrix $\chi_0^{-1}-\chi^{-1}$ would be unscreened with respect to the partner subshell but would include the relaxation of those further occupations.
